**Field collapse at the positive electrode of a uniformly charged oxide**

For a uniform density of immobile positive charge ρ in an oxide of thickness L and permittivity ε, held at voltage V, the field first vanishes at the positive electrode when ρ = 2εV/L². The program finds this threshold and its location with a finite-difference Poisson solver for three sets of parameters, and asserts that the field is positive everywhere else. It also asserts the doubled field at the negative electrode, the electrode charges, the zero-field plane and potential peak beyond threshold, the flat-band voltage, and the weighted integral for an uneven charge. For 100 nm of silicon dioxide at 10 V, the output gives a critical hole density of 4.31 × 10¹⁷ cm⁻³ and an ideal dose of 80 krad. An exposure model, asserted to recover the uniform limit and to be stable under refinement, moves the collapse to 90 krad when the charge yield falls with the field. When passing electrons can also be recaptured by trapped holes, the field at the positive electrode becomes very small but has not vanished by 480 krad, where the calculation ends. Material parameters are rough typical values.

## Numerical verification

```python
"""Field collapse in an oxide that accumulates immobile holes uniformly.

Result under test: with voltage V across an oxide of thickness L and
permittivity eps, the field first vanishes at the positive electrode (x = 0)
when the hole charge density reaches rho_c = 2 eps V / L^2.
Field is positive when it points from the positive electrode (x = 0)
to the negative electrode (x = L). SI units inside, engineering units printed.
The exposure model uses x/L, field/(V/L) and density/rho_c.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ai_zeros

q, hbar, m0 = const.e, const.hbar, const.m_e
MV_CM = 1e8  # V/m in one MV/cm


def poisson(density, voltage, thickness, eps, nodes=401):
    """Solve -eps phi'' = density(x), phi(0)=voltage, phi(L)=0."""
    x = np.linspace(0.0, thickness, nodes)
    h = x[1] - x[0]
    rhs = density(x[1:-1]) * h**2 / eps
    rhs[0] += voltage
    bands = np.zeros((3, nodes - 2))
    bands[0, 1:] = -1.0
    bands[1] = 2.0
    bands[2, :-1] = -1.0
    phi = np.concatenate(([voltage], solve_banded((1, 1), bands, rhs), [0.0]))
    return x, phi, -np.gradient(phi, h, edge_order=2)


def uniform(value):
    return lambda x: np.full_like(x, value)


# Threshold found numerically from the smallest field anywhere in the oxide.
eps_ox = 3.9 * const.epsilon_0
for V_t, L_t, eps_t in [(10.0, 100e-9, eps_ox), (3.0, 40e-9, eps_ox),
                        (25.0, 300e-9, 2.3 * eps_ox)]:
    scale = eps_t * V_t / L_t**2

    def smallest_field(multiple):
        return poisson(uniform(multiple * scale), V_t, L_t, eps_t)[2].min() * L_t / V_t

    found = brentq(smallest_field, 0.1, 9.0)
    field_t = poisson(uniform(found * scale), V_t, L_t, eps_t)[2]
    assert abs(found - 2.0) < 1e-6
    assert np.argmin(field_t) == 0
    assert np.all(field_t[1:] > 0)
    assert smallest_field(0.98 * found) > 0

# Worked example: rough typical values for a thick oxide irradiated cold.
V, L, T = 10.0, 100e-9, 77.0
E_start = V / L
rho_c = 2 * eps_ox * V / L**2
n_c = rho_c / q
x, phi, field = poisson(uniform(rho_c), V, L, eps_ox)
E_neg = field[-1]
assert abs(E_neg / (2 * E_start) - 1) < 1e-8
assert abs(np.interp(L / 2, x, field) / E_start - 1) < 1e-8
assert abs(eps_ox * field[0]) < 1e-8 * rho_c * L
assert abs(-eps_ox * field[-1] / (-rho_c * L) - 1) < 1e-8

# Zero-field plane and potential peak beyond the threshold.
over = 1.6
x2, phi2, field2 = poisson(uniform(over * rho_c), V, L, eps_ox, 2001)
zero_plane = np.interp(0.0, field2, x2)
zero_formula = L / 2 - eps_ox * V / (over * rho_c * L)
peak_formula = over * rho_c * (L - zero_formula)**2 / (2 * eps_ox)
assert abs(zero_plane - zero_formula) < 1e-6 * L
assert abs(phi2.max() / peak_formula - 1) < 1e-5
assert phi2.max() > V

# Oxide voltage that removes the field at the negative (silicon) electrode.
flat_voltage = brentq(
    lambda v: poisson(uniform(rho_c), v, L, eps_ox)[2][-1] / E_start, -3 * V, 3 * V)
assert abs(flat_voltage + V) < 1e-6 * V


# Weighted integral for an uneven charge profile.
def uneven(s):
    return rho_c * (0.3 + (s / L) * np.sin(3 * np.pi * s / L)**2)


weighted = quad(lambda u: (1 - u) * uneven(u * L), 0, 1)[0] * L**2
edge_formula = E_start - weighted / (eps_ox * L)
edge_numeric = poisson(uneven, V, L, eps_ox, 2001)[2][0]
assert abs(edge_numeric - edge_formula) < 1e-4 * E_start

# Dose for a constant yield fixed at its initial value.
pair_energy_eV, mass_density = 17.0, 2200.0
half_yield_field = 0.5 * MV_CM
pairs_per_rad = 0.01 * mass_density / (pair_energy_eV * q)
yield_start = E_start / (E_start + half_yield_field)
dose_ideal = n_c / (pairs_per_rad * yield_start)

# Hole hopping with a barrier lowered by the field over half a hop.
exposure_time, hop_barrier_eV, hop_length, attempt = 1000.0, 0.4, 1e-9, 1e13
lowered_eV = hop_barrier_eV - E_neg * hop_length / 2


def hops(temperature):
    return exposure_time * attempt * np.exp(-lowered_eV * q / (const.k * temperature))


# Fowler-Nordheim current at the doubled field.
barrier_eV, tunnel_mass = 3.1, 0.42
barrier = barrier_eV * q
B_fn = 4 * np.sqrt(2 * tunnel_mass * m0) * barrier**1.5 / (3 * q * hbar)
A_fn = q**3 / (16 * np.pi**2 * hbar * barrier * tunnel_mass)
J_fn = A_fn * E_neg**2 * np.exp(-B_fn / E_neg)
breakdown_field = 10 * MV_CM

# Silicon drop: triangular-well level plus degenerate two-valley filling.
mass_normal, mass_plane, eps_si_rel = 0.916, 0.19, 11.7
airy_root = -ai_zeros(1)[0][0]


def silicon_drop(oxide_field):
    force = q * oxide_field * 3.9 / eps_si_rel
    level = airy_root * (hbar**2 * force**2 / (2 * mass_normal * m0))**(1 / 3)
    states = 2 * 2 * mass_plane * m0 / (2 * np.pi * hbar**2)
    filling = eps_ox * oxide_field / q / states
    return (level + filling) / q


silicon_change = silicon_drop(E_neg) - silicon_drop(E_start)

# Graininess: field of one hole at half the mean spacing.
spacing = n_c**(-1 / 3)
grain_field = q / (4 * np.pi * eps_ox * (spacing / 2)**2)

# Capture disc: its edge is where the Coulomb field equals the initial field.
capture_radius = 1e-9 * brentq(
    lambda r: q / (4 * np.pi * eps_ox * (r * 1e-9)**2) / E_start - 1, 0.1, 100)
capture_area = np.pi * capture_radius**2
capture_depth = capture_area * n_c * L
assert abs(capture_depth - 0.5) < 1e-6


def expose(half_field, recapture, floor, cells=100, steps=200, limit=6):
    """Charge the oxide until the field at x=0 vanishes or the limit is met.

    Exposure is in units of the ideal constant-yield exposure. The floor
    limits capture discs to half the mean hole spacing.
    Returns exposure at stop, edge field at stop, edge field at exposure 1,
    and mean density at stop.
    """
    du = 1.0 / cells
    u = (np.arange(cells) + 0.5) * du
    first_yield = 1 / (1 + half_field)

    def edge(nu):
        return 1 - 2 * np.sum((1 - u) * nu) * du

    def rate(nu):
        e = edge(nu) + 2 * du * (np.cumsum(nu) - nu / 2)
        e = np.maximum(e, 1e-12)
        made = e / (e + half_field)
        if not recapture:
            return made / first_yield
        sink = nu / (2 * np.maximum(e, floor)) * du
        flux, change = 0.0, np.empty(cells)
        passed = np.exp(-sink)
        share = np.where(sink > 1e-10, -np.expm1(-sink) / np.maximum(sink, 1e-10), 1.0)
        for i in range(cells - 1, -1, -1):
            leaving = flux * passed[i] + made[i] * du * share[i]
            change[i] = (leaving - flux) / du
            flux = leaving
        return change / first_yield

    nu, step, edge_at_one = np.zeros(cells), 1.0 / steps, np.nan
    before = 1.0
    for k in range(1, limit * steps + 1):
        slope = rate(nu)
        nu = nu + step / 2 * (slope + rate(nu + step * slope))
        now = edge(nu)
        if k == steps:
            edge_at_one = now
        if now <= 0:
            stop = (k - 1 + before / (before - now)) * step
            return stop, 0.0, edge_at_one, nu.mean()
        before = now
    return float(limit), before, edge_at_one, nu.mean()


h_rel = half_yield_field / E_start
floor_rel = grain_field / E_start
limit_case = expose(0.0, False, floor_rel)
assert abs(limit_case[0] - 1) < 1e-6
yield_case = expose(h_rel, False, floor_rel)
both_case = expose(h_rel, True, floor_rel)
for coarse, flag in [(yield_case, False), (both_case, True)]:
    fine = expose(h_rel, flag, floor_rel, cells=200, steps=400)
    assert abs(fine[0] / coarse[0] - 1) < 0.02
    assert abs(fine[2] - coarse[2]) < 0.005

print("INPUTS (rough typical values)")
print(f"oxide thickness: {L*1e9:.0f} nm; oxide voltage: {V:.0f} V")
print(f"relative permittivity: {eps_ox/const.epsilon_0:.1f}; temperature: {T:.0f} K")
print(f"pair energy: {pair_energy_eV:.0f} eV; oxide density: {mass_density/1000:.1f} g/cm3")
print(f"field for half yield: {half_yield_field/MV_CM:.1f} MV/cm")
print("THRESHOLD")
print(f"initial field: {E_start/MV_CM:.3f} MV/cm")
print(f"critical charge density: {rho_c*1e-6:.4f} C/cm3")
print(f"critical hole density: {n_c*1e-6:.3e} cm^-3")
print(f"critical holes per area: {n_c*L*1e-4:.3e} cm^-2")
print(f"field at negative electrode: {E_neg/MV_CM:.3f} MV/cm")
print(f"flat-band oxide voltage: {flat_voltage:.3f} V")
print(f"at {over:.1f} rho_c: zero plane {zero_plane*1e9:.2f} nm, peak {phi2.max():.3f} V")
print("IDEAL DOSE")
print(f"pairs per dose: {pairs_per_rad*1e-6:.2e} cm^-3 rad^-1")
print(f"initial yield: {yield_start:.3f}; ideal dose: {dose_ideal/1000:.1f} krad")
print("NEGLECTED EFFECTS")
print(f"hop barrier: {hop_barrier_eV:.2f} eV, lowered to {lowered_eV:.2f} eV")
print(f"hop length: {hop_length*1e9:.0f} nm; attempt rate: {attempt:.0e} s^-1")
print(f"hops per hole in {exposure_time:.0f} s at 77 K: {hops(T):.1e}")
print(f"hops per hole in {exposure_time:.0f} s at 300 K: {hops(300.0):.1e}")
print(f"rough breakdown field: {breakdown_field/MV_CM:.0f} MV/cm")
print(f"tunnel barrier: {barrier_eV:.1f} eV; tunnel mass: {tunnel_mass:.2f} m0")
print(f"Fowler-Nordheim slope: {B_fn/MV_CM:.0f} MV/cm; current: {J_fn*1e-4:.1e} A/cm2")
print(f"silicon masses: {mass_normal:.3f} (normal), {mass_plane:.2f} (plane) m0")
print(f"change of silicon drop: {silicon_change:.3f} V = {100*silicon_change/V:.2f} % of V")
print(f"mean hole spacing: {spacing*1e9:.1f} nm")
print(f"one-hole field at half spacing: {grain_field/MV_CM:.3f} MV/cm")
print(f"capture radius: {capture_radius*1e9:.2f} nm; area: {capture_area*1e4:.2e} cm2")
print(f"capture area x hole density x thickness: {capture_depth:.3f}")
print("EXPOSURE MODEL (exposure in ideal doses; 6 = no collapse by limit)")
for label, case in [("yield loss only", yield_case), ("yield loss + recapture", both_case)]:
    print(f"{label}: edge field at ideal dose {case[2]*E_start/MV_CM:.3f} MV/cm")
    print(f"  stop at {case[0]:.2f} ideal doses = {case[0]*dose_ideal/1000:.0f} krad")
    print(f"  edge field at stop {case[1]*E_start/MV_CM:.3f} MV/cm")
    print(f"  mean density at stop {case[3]:.3f} rho_c")
print("all tests passed")
```

Output:

```
INPUTS (rough typical values)
oxide thickness: 100 nm; oxide voltage: 10 V
relative permittivity: 3.9; temperature: 77 K
pair energy: 17 eV; oxide density: 2.2 g/cm3
field for half yield: 0.5 MV/cm
THRESHOLD
initial field: 1.000 MV/cm
critical charge density: 0.0691 C/cm3
critical hole density: 4.311e+17 cm^-3
critical holes per area: 4.311e+12 cm^-2
field at negative electrode: 2.000 MV/cm
flat-band oxide voltage: -10.000 V
at 1.6 rho_c: zero plane 18.75 nm, peak 10.562 V
IDEAL DOSE
pairs per dose: 8.08e+12 cm^-3 rad^-1
initial yield: 0.667; ideal dose: 80.0 krad
NEGLECTED EFFECTS
hop barrier: 0.40 eV, lowered to 0.30 eV
hop length: 1 nm; attempt rate: 1e+13 s^-1
hops per hole in 1000 s at 77 K: 2.3e-04
hops per hole in 1000 s at 300 K: 9.1e+10
rough breakdown field: 10 MV/cm
tunnel barrier: 3.1 eV; tunnel mass: 0.42 m0
Fowler-Nordheim slope: 242 MV/cm; current: 1.6e-46 A/cm2
silicon masses: 0.916 (normal), 0.19 (plane) m0
change of silicon drop: 0.063 V = 0.63 % of V
mean hole spacing: 13.2 nm
one-hole field at half spacing: 0.084 MV/cm
capture radius: 1.92 nm; area: 1.16e-13 cm2
capture area x hole density x thickness: 0.500
EXPOSURE MODEL (exposure in ideal doses; 6 = no collapse by limit)
yield loss only: edge field at ideal dose 0.091 MV/cm
  stop at 1.12 ideal doses = 90 krad
  edge field at stop 0.000 MV/cm
  mean density at stop 1.084 rho_c
yield loss + recapture: edge field at ideal dose 0.255 MV/cm
  stop at 6.00 ideal doses = 480 krad
  edge field at stop 0.006 MV/cm
  mean density at stop 2.514 rho_c
all tests passed
```
